# Temperature rise at a resistive defect in a nanoscale metal line

**Question**

I have a long metal line with a square cross-section, 20 nm on a side, and thermal conductivity 146 W/(m K). One short resistive defect dissipates 1 µW. The line loses heat to its surroundings with a loss coefficient of 1 W/(m K), which I understand as watts per metre of line and per kelvin above ambient.

I want the local temperature rise at the defect. Dividing the power by the loss coefficient leaves me with kelvin times metre, so a length is missing. The defect's own length doesn't seem right, because heat also runs along the metal. Which length belongs there, and what does "local" mean if the defect itself is a poor conductor?

**Answer**

The missing length is the stretch of line that the metal warms before the heat escapes. It follows from the heat balance.

**Setting up the balance**

Let $w$ be the side, $A=w^2$ the area, $k$ the conductivity, $g$ the loss coefficient and $P$ the defect power. Let $\theta(x)$ be the steady extra temperature caused by the defect, averaged over the cross-section. Assume Fourier conduction, constant $k$ and $g$, and surroundings at a fixed temperature.

The current also heats the rest of the line. With a resistivity $\rho$ taken as independent of temperature and a current $I$, that heating is $I^2\rho/A$ per unit length. Far from the ends it produces a uniform rise $\theta_b$ fixed by $g\theta_b=I^2\rho/A$. The equations are linear, so this background simply adds to $\theta$.

The heat current towards positive $x$ is $J=-kA\theta'$. A slice of length $dx$ gains $J(x)-J(x+dx)=kA\theta''dx$ by conduction and loses $g\theta\,dx$. Treating the defect as a point source at $x=0$ gives

$$kA\theta''-g\theta+P\delta(x)=0 .$$

**Solving it**

Away from the defect,

$$\theta''=\frac{\theta}{L^2},\qquad L=\sqrt{\frac{kA}{g}} .$$

The solutions are $e^{x/L}$ and $e^{-x/L}$. In a long line the rise must vanish far away, which leaves $e^{-x/L}$ on the right and $e^{x/L}$ on the left. The two sides are mirror images, so they start from the same value $\theta_0$:

$$\theta(x)=\theta_0e^{-|x|/L}.$$

To find $\theta_0$, integrate the balance from $-\epsilon$ to $\epsilon$. The loss term vanishes as $\epsilon\to0$ because $\theta$ is finite, so

$$kA[\theta'(0^+)-\theta'(0^-)]+P=0 .$$

The slopes are $\theta'(0^+)=-\theta_0/L$ and $\theta'(0^-)=+\theta_0/L$. Therefore $2kA\theta_0/L=P$, and

$$\theta_0=\frac{PL}{2kA}=\frac{P}{2\sqrt{kAg}} .$$

The factor 2 is there because half the power leaves on each side. Since $kA=gL^2$, the result is also $\theta_0=P/(2gL)$: your missing length is $2L$. The total loss confirms it,

$$\int_{-\infty}^{\infty}g\theta\,dx=2gL\theta_0=P .$$

**Your numbers**

The area is $A=400\ \mathrm{nm^2}=4\times10^{-16}\ \mathrm{m^2}$, so

$$kA=146\times4\times10^{-16}=5.84\times10^{-14}\ \mathrm{W\,m/K},$$

$$L=\sqrt{\frac{5.84\times10^{-14}}{1}}\ \mathrm m=242\ \mathrm{nm},$$

$$\theta_0=\frac{10^{-6}\ \mathrm W}{2\times2.4166\times10^{-7}\ \mathrm{W/K}}=2.07\ \mathrm K\approx2.1\ \mathrm K .$$

The rise falls to 1.37 K at 100 nm, 0.74 K at 250 nm and 0.26 K at 500 nm. A fraction $1-e^{-1}$, about 63 %, of the heat escapes within one $L$ on either side.

At fixed power, a fourfold larger $g$ halves both $L$ and $\theta_0$. The better-cooled line is cooler, but it also spreads its heat over a shorter length.

**How long is "long"?**

Put both ends a distance $D$ from the defect. If they are held at ambient, the solution on the right is

$$\theta=\theta_c\frac{\sinh[(D-x)/L]}{\sinh(D/L)} .$$

Its slope at the defect is $-(\theta_c/L)\coth(D/L)$. The condition that $P/2$ enters each side gives

$$\theta_c=\theta_0\tanh(D/L).$$

For insulated ends, replace sinh by cosh, so that the slope vanishes at $x=D$. The slope at the defect is then $-(\theta_i/L)\tanh(D/L)$, and $\theta_i=\theta_0\coth(D/L)$.

At $D=L$ the rises are 1.58 K and 2.72 K, so such a line is not long. For $D\gg L$ the relative changes are about $\mp2e^{-2D/L}$. In the opposite limit, $D\ll L$, cold ends give $\theta_c\approx\theta_0D/L=PD/(2kA)$: the side loss drops out and the ends carry the heat away.

**How short is "short"?**

Suppose the power is spread evenly over a length $\ell$ of otherwise unchanged metal. Each element $dx'$ adds $\theta_0e^{-|x'|/L}dx'/\ell$ at the centre. Summing the two equal halves,

$$\theta(0)=\frac{2\theta_0}{\ell}\int_0^{\ell/2}e^{-x'/L}dx'
=\theta_0\frac{1-e^{-s}}{s},\qquad s=\frac{\ell}{2L}.$$

For $\ell=20$ nm this is 2.03 K, close to the point-source value.

**What "local" means**

The 2.1 K is the rise of the metal at the faces of the defect, provided equal heat enters the metal at both. If the defect conducts poorly, off-centre heating or Peltier heat at its contacts can make one face clearly hotter than the other; for a short defect, 2.1 K is then the mean of the two. The interior can be much hotter. Take a defect of length $d$ and conductivity $k_d$, heated uniformly, and neglect side loss inside it. Then

$$k_dA\theta''=-\frac Pd,\qquad \theta'=-\frac{P}{k_dAd}\,x,$$

where symmetry makes the slope zero at the centre. Integrating from the centre to a face gives

$$\theta(0)-\theta(d/2)=\frac{P}{k_dAd}\frac{d^2}{8}=\frac{PR_{th}}8,\qquad R_{th}=\frac{d}{k_dA}.$$

You did not give the current, so I choose 50 µA. The defect resistance is then $R_d=P/I^2=400\ \Omega$, with 20 mV across it. If electrons alone carry the heat and obey the Wiedemann-Franz law, $R_{th}=R_d/(\mathcal L T)$, where $\mathcal L$ is the Lorenz number. At 300 K,

$$R_{th}=\frac{400}{2.443\times10^{-8}\times300}=5.46\times10^7\ \mathrm{K/W},$$

and the centre is 6.8 K hotter than the faces. For $d=2$ nm, a numerical solution that includes side loss inside the defect puts the centre 8.8 K above the background. The faces then lie at 2.04 K rather than 2.07 K, because the hot defect loses about 1 % of the power through its own sides. At that length the defect's resistivity, $R_dA/d$, is 8000 µΩ cm, far above that of ordinary metals. Diffusive conduction, the Wiedemann-Franz law and the metallic coupling used below are therefore only illustrative inside it.

Heat flow through the defect's lattice can lower this greatly, but only if the electrons pass their heat to the lattice fast enough. With a rough lattice conductivity of 5 W/(m K) in parallel with the electronic 0.092 W/(m K), the excess over the faces is

$$\frac{Pd}{8(k_d+5\ \mathrm{W/(m\,K)})A}=0.12\ \mathrm K .$$

This assumes that electrons and lattice share one temperature, which is doubtful within 2 nm. Let the electrons pass heat to the lattice at a rate $G$ per volume and kelvin. If the lattice stays close to the face temperature, the electron excess at the centre is

$$\frac{P}{GAd}\left[1-\frac1{\cosh(d/2\ell_e)}\right],\qquad \ell_e=\sqrt{\frac{k_d}{G}} .$$

For a rough metallic value $G=10^{17}\ \mathrm{W/(m^3\,K)}$, $\ell_e$ is about 1 nm and the electrons are still about 4.7 K hotter than the faces. The 0.12 K therefore applies only to much stronger coupling, and not in the defect alone: heat taken up by the defect's lattice must still pass to the metal's electrons near the faces. With a rough lattice conductivity of 5 W/(m K) and $G=10^{17}\ \mathrm{W/(m^3\,K)}$ in the metal, a hundredfold larger $G$ inside the defect still leaves the electrons about 0.9 K above the faces. All these figures are estimates, not bounds, and all assume that the heat is released inside the defect. The interior temperature therefore needs information that your problem does not contain.

**Comparison with a real interconnect**

Your values lie roughly in the regime of a narrow copper line in a low-permittivity dielectric. The Wiedemann-Franz law turns 146 W/(m K) at 300 K into a resistivity of 5.0 µΩ cm. My 50 µA means 12.5 MA/cm², a high load suited to a stress test rather than normal operation. It adds a background rise of 0.31 K. Real lines can break the long-line assumption, because vias and junctions may lie within a few hundred nanometres; the two cases at $D=L$ show that this already matters there, and closer ends matter more. Cold ends 100 nm away on both sides would leave only about 0.8 K. They also break the assumption of local loss, since heat also spreads along the line through the dielectric.

To size that second effect, resolve the source into waves $\cos qx$. Each wave obeys $(kAq^2+g)\theta_q=P$, so

$$\theta_0=\frac P\pi\int_0^\infty\frac{dq}{kAq^2+g},$$

which returns $P/(2\sqrt{kAg})$ for constant $g$. Now keep $kA$, but for the heat loss replace the square outline by a circle of radius $a=0.59w=11.8$ nm, which has nearly the same two-dimensional heat loss to distant surroundings. Place this round wire with its axis $H=100$ nm above a plane at ambient, in a dielectric of conductivity $\kappa$. Outside the wire the field is a modified Bessel function $K_0(qr)$ minus its mirror image. Averaged around a circle of radius $r$, this is $K_0(qr)-I_0(qr)K_0(2qH)$. The heat leaving the surface, $-2\pi a\kappa\,\partial_r$ of this average at $r=a$, divided by the surface value, gives

$$g(q)=2\pi\kappa qa\,\frac{K_1(qa)+I_1(qa)K_0(2qH)}{K_0(qa)-I_0(qa)K_0(2qH)} .$$

For slow variation, $q\to0$, this becomes $2\pi\kappa/\ln(2H/a)$. Matching it to your 1 W/(m K) requires $\kappa=0.45$ W/(m K) if the metal-dielectric interface adds no thermal resistance, as assumed here and below. A rough interface conductance of $10^8\ \mathrm{W/(m^2\,K)}$ would raise the required value to about 0.51 W/(m K). A dielectric that conducts less well makes the line hotter: in the same geometry, $\kappa=0.25$ W/(m K) gives $g=0.56$ W/(m K), and the formula for $\theta_0$ then gives 2.8 K. The following comparison keeps your value of $g$. Using $g(q)$ in the integral lowers the rise to 2.01 K, a change of −2.7 %. Keeping only the angular average is an approximation, and other surroundings will give another shift. For the same $g$ at slow variation, a cold surface much farther away than $L$ lowers the rise more, because heat then spreads farther along the line in the dielectric.

**Limits of the metal model**

The ratio of internal to surface thermal resistance is of order $[g/(4w)]w/k=g/(4k)=0.0017$, so side loss barely disturbs the uniformity of the cross-section. A defect that heats only part of the section does disturb it nearby: in a three-dimensional diffusive solution, a central square patch, 10 nm on a side, is on average about 0.06 K above the section average.

That last figure is probably several times too low, because the electron mean free path $\lambda$ is longer than the patch is wide. For free electrons of density $n$, $k_F=(3\pi^2n)^{1/3}$ and $1/\rho=ne^2\lambda/(\hbar k_F)$, so $\lambda=3\pi^2\hbar/(e^2k_F^2\rho)$. A rough copper density of $8.5\times10^{28}\ \mathrm{m^{-3}}$ gives 13 nm. This is 5 % of $L$, so Fourier's law is reasonable for the long temperature profile but doubtful within about 13 nm of the defect.

Electrons and lattice may also differ in temperature. Let electrons carry heat along the line and pass it to the lattice at a rate $G$ per volume and kelvin, and let the lattice pass it to the surroundings. Neglecting lattice conduction along the line,

$$GA(\theta_e-\theta_l)=g\theta_l\quad\Rightarrow\quad\theta_l=\frac{\theta_e}{1+r},\qquad r=\frac{g}{GA}.$$

The electrons therefore see an effective loss coefficient $g/(1+r)$. Putting this into the formula for $\theta_0$ gives $\theta_e=\theta_0\sqrt{1+r}$ and $\theta_l=\theta_0/\sqrt{1+r}$. For a rough $G=10^{17}\ \mathrm{W/(m^3\,K)}$, $r=0.025$, and the rises are 2.09 K and 2.04 K.

For the long line you describe, then, the Fourier model gives 2.1 K for the metal at the defect, as the mean of its two faces. Given the limits above, read it as about 2 K, and only for a line whose vias and ends lie at least two healing lengths $L$, roughly 500 nm, from the defect, and whose cold surroundings are no farther away than about $L$. The numerical output below gives the inputs and intermediate values.

## Values computed for the example and the checks

```
Input power: 1.0 uW
Line side: 20 nm
Thermal conductivity: 146 W/(m K)
Loss coefficient: 1.0 W/(m K)
Cross-section area: 400 nm^2
Product k*A: 5.840e-14 W m/K
Square root of k*A*g: 2.4166e-07 W/K
Healing length: 241.7 nm
Local rise, formula: 2.0690 K
Local rise, finite volumes: 2.0688 K
Local rise, Fourier integral: 2.0690 K
Numerical rise at 100 nm: 1.368 K
Numerical rise at 250 nm: 0.735 K
Numerical rise at 500 nm: 0.261 K
Heat lost within one healing length: 63.3 %
Cold ends at one healing length, rise: 1.576 K
Insulated ends at same distance, rise: 2.716 K
Source length in spread-heat test: 20 nm
Central rise for spread heat: 2.027 K
Reference temperature: 300 K
Lorenz number: 2.443e-08 W ohm/K^2
Wiedemann-Franz resistivity: 5.02 uohm cm
Chosen current: 50 uA
Current density: 12.5 MA/cm^2
Defect resistance: 400 ohm
Defect voltage: 20.0 mV
Separate background line rise: 0.314 K
Defect length for interior estimate: 2 nm
Defect thermal resistance: 5.458e+07 K/W
Defect electron conductivity: 0.0916 W/(m K)
Extra at defect centre, electrons only: 6.82 K
Total centre rise with side loss: 8.76 K
Rough defect lattice conductivity: 5.0 W/(m K)
Centre extra with shared temperature: 0.123 K
Heated patch side: 10 nm
Patch extra, mode sum: 0.0610 K
Patch extra, 3D finite volumes: 0.0625 K
Equivalent wire radius: 11.8 nm
Wire-axis height above cold plane: 100 nm
Matched dielectric conductivity: 0.450 W/(m K)
Local rise with nonlocal loss: 2.014 K
Nonlocal change: -2.7 %
Rough electron-lattice coupling: 1.0e+17 W/(m^3 K)
Electron rise with separate lattice: 2.095 K
Lattice rise at defect: 2.044 K
Rough copper electron density: 8.5e+28 1/m^3
Estimated electron mean free path: 13.1 nm
Mean free path / healing length: 0.054 (no unit)
Biot number: 0.00171 (no unit)
Resistance-feedback change: 0.052 %
Rise relative to reference temperature: 0.69 %
```
